# Bias of a correlated sample variance and reliability of blocked error bars, part 1

(Sections cited here and not found follow in the second part.)

## I. The sample variance of a correlated series

### What symmetry already fixes

Let \(x_1,\dots,x_M\) be successive values of one quantity, such as the local energy along a Monte Carlo walk. A measure of their squared spread should have three properties. It should be a quadratic form in the data, so that it carries the square of the unit of \(x\). It should treat all \(M\) values alike. It should not change when the same constant \(b\) is added to every value, because a shift of the energy zero does not alter a spread.

The first two properties leave two free coefficients,
\[
Q=A\sum_i x_i^2+B\Big(\sum_i x_i\Big)^2 .
\]
Under \(x_i\to x_i+b\) the first sum grows by \(2b\sum_i x_i+Mb^2\), and the squared sum grows by \(2Mb\sum_i x_i+M^2b^2\), which is \(M\) times as much. The change of \(Q\) is therefore
\[
(A+MB)\Big(2b\sum_i x_i+Mb^2\Big),
\]
and it vanishes for every \(b\) and all data only if \(B=-A/M\). With the sample mean \(\bar x=M^{-1}\sum_i x_i\),
\[
Q=A\Big(\sum_i x_i^2-M\bar x^2\Big)=A\sum_i(x_i-\bar x)^2 .
\]
The last equality follows from \(\sum_i(x_i-\bar x)^2=\sum_i x_i^2-2\bar x\,M\bar x+M\bar x^2\). Symmetry thus fixes the sample variance up to its divisor. It also shows where correlations can enter its average: the term \(\sum_i x_i^2\) contains each value separately, so only \(\bar x^2\) can feel the relation between different values. The bias must be governed by the variance of the mean.

A similar argument applies to an error bar made from \(n\) independent Gaussian block means that share one mean and one variance. The error bar is unaffected by a shift and proportional to the scale of the data. Its standard deviation divided by the true error is then free of both mean and scale, and can depend on \(n\) alone. Symmetry does not give the average of the sample variance or the form of this function of \(n\). The theorem below supplies the first exactly and the second to leading order for many blocks.

### Assumptions and statement

The series is stationary: every \(x_i\) has the same mean \(\mu\) and the same finite variance \(\sigma^2>0\), and the covariance of two values depends only on their separation,
\[
\mathrm{E}[(x_i-\mu)(x_j-\mu)]=\sigma^2\rho_{|i-j|},\qquad \rho_0=1 .
\]
In a simulation this means that the walk has been equilibrated before the first value is kept. \(\mathrm{E}\) denotes an average over many imagined repetitions of the whole run. The finite-length statistical inefficiency is
\[
g_M=1+2\sum_{t=1}^{M-1}\Big(1-\frac tM\Big)\rho_t ,
\]
and \(g=1+2\sum_{t\ge1}\rho_t\) is its limit for long series when this sum converges. Two divisors are in use for the sample variance:
\[
S^2=\frac1M\sum_i(x_i-\bar x)^2,\qquad s^2=\frac{1}{M-1}\sum_i(x_i-\bar x)^2 .
\]

**Theorem.**

(A) For a stationary series with finite variance,
\[
\mathrm{E}[S^2]=\sigma^2\Big(1-\frac{g_M}{M}\Big).
\]

(B) Let \(B_1,\dots,B_n\) be independent Gaussian block means with common mean \(\mu\) and variance \(v\). Let \(s_B^2\) be their sample variance with divisor \(n-1\), and let \(\varepsilon=s_B/\sqrt n\) be the error bar of their average. The true error is \(\varepsilon_0=\sqrt{v/n}\), and
\[
\frac{\text{standard deviation of }\varepsilon}{\varepsilon_0}=\frac{1}{\sqrt{2(n-1)}}\Big[1+O\Big(\frac1n\Big)\Big].
\]

Part (A) is an identity at every \(M\), and it needs no Gaussian assumption. Part (B) is a result for many blocks, and it assumes both independence and Gaussian shape. Part (A) is proved in this half and part (B) in the second.

### Lemma 1: the variance of the mean

**Lemma 1.** \(\mathrm{Var}(\bar x)=\sigma^2 g_M/M\).

*Proof.* Since \(\bar x-\mu=M^{-1}\sum_i(x_i-\mu)\), squaring and averaging gives
\[
\mathrm{Var}(\bar x)=\frac{1}{M^2}\sum_{i=1}^M\sum_{j=1}^M\sigma^2\rho_{|i-j|} .
\]
The \(M\) terms with \(i=j\) contribute \(\rho_0=1\) each. For a separation \(t\) between 1 and \(M-1\), the earlier index can take the values \(1,\dots,M-t\), and either \(i\) or \(j\) may be the earlier one. There are therefore \(2(M-t)\) terms with that separation, and
\[
\mathrm{Var}(\bar x)=\frac{\sigma^2}{M^2}\Big[M+2\sum_{t=1}^{M-1}(M-t)\rho_t\Big]
=\frac{\sigma^2}{M}\Big[1+2\sum_{t=1}^{M-1}\Big(1-\frac tM\Big)\rho_t\Big].
\]
The last bracket is \(g_M\). \(\square\)

For uncorrelated values \(g_M=1\), and the familiar \(\sigma^2/M\) returns. For any \(g_M>0\) the mean of \(M\) values is as uncertain as the mean of \(M/g_M\) uncorrelated ones, so \(M/g_M\) is an effective number of independent values.

### Proof of part (A)

Write each deviation from the true mean as \(x_i-\mu=(x_i-\bar x)+(\bar x-\mu)\). Squaring and summing gives
\[
\sum_i(x_i-\mu)^2=\sum_i(x_i-\bar x)^2+2(\bar x-\mu)\sum_i(x_i-\bar x)+M(\bar x-\mu)^2 .
\]
The middle term is zero because the deviations from the sample mean add to zero. Division by \(M\) and rearrangement give
\[
S^2=\frac1M\sum_i(x_i-\mu)^2-(\bar x-\mu)^2 .
\]
The first term on the right has expectation \(\sigma^2\), whatever the correlations, because it is an average of \(M\) quantities that each have expectation \(\sigma^2\). The second has expectation \(\mathrm{Var}(\bar x)\). By Lemma 1,
\[
\mathrm{E}[S^2]=\sigma^2-\mathrm{Var}(\bar x)=\sigma^2-\frac{\sigma^2g_M}{M}. \qquad\square
\]

The proof also shows the cause of the bias. Spread about the true mean would be estimated without bias even from correlated data. The sample mean, however, follows its own data. When the whole series happens to lie high, \(\bar x\) lies high with it, and that common displacement is not counted as spread. The missing amount is the variance of the mean. Positive correlations make common displacements larger, and so they enlarge the bias.

### Limits, and the other divisor

Two values provide the simplest case. For \(M=2\), \(S^2=(x_1-x_2)^2/4\), whose expectation is \((2\sigma^2-2\sigma^2\rho_1)/4=\sigma^2(1-\rho_1)/2\). The theorem gives the same, since \(g_2=1+\rho_1\). If \(\rho_1=1\) the two values coincide, and no spread is seen at all.

More generally, \(\mathrm{Var}(\bar x)\ge0\) requires \(g_M\ge0\), and \(S^2\ge0\) requires \(g_M\le M\). The factor \(1-g_M/M\) therefore lies between 0 and 1. It approaches 0 when \(\rho_t\) stays close to 1 for every \(t<M\), because \(g_M\) is then close to \(M\) and all values in the run are nearly equal. A small sample variance from a short run can thus be a sign of slow sampling and not of a good trial function.

With divisor \(M-1\) the expectation is larger by \(M/(M-1)\):
\[
\frac{\mathrm{E}[s^2]}{\sigma^2}=\frac{M}{M-1}\Big(1-\frac{g_M}{M}\Big)=\frac{M-g_M}{M-1}=1-\frac{g_M-1}{M-1}.
\]
This estimator is unbiased for \(g_M=1\), low for \(g_M>1\) and high for \(g_M<1\). The factor \(1-g_M/M\) thus belongs to divisor \(M\), and the change of divisor removes the bias only when \(g_M=1\), as for uncorrelated data.

Replacing \(g_M\) by \(g\) is a further approximation. Subtraction of the two definitions gives
\[
g-g_M=2\sum_{t\ge M}\rho_t+\frac2M\sum_{t=1}^{M-1}t\,\rho_t .
\]
Suppose that \(K=\sum_{t\ge1}t|\rho_t|\) is finite. In the first sum \(t/M\ge1\), so that sum is at most \(K/M\) in size; the second sum is at most \(K\). Hence \(|g-g_M|\le4K/M\), and \(1-g/M\) differs from the true factor by a term of order \(1/M^2\).

### Lemma 2: geometric correlations

**Lemma 2.** If \(\rho_t=q^t\) with \(|q|<1\), then
\[
g_M=\frac{1+q}{1-q}-\frac{2q(1-q^M)}{M(1-q)^2}.
\]

*Proof.* The sum needed is \(G=\sum_{t=1}^{M-1}(M-t)q^t\). The factor \(M-t\) counts the integers \(j\) from \(t\) to \(M-1\), so the order of summation can be exchanged:
\[
G=\sum_{j=1}^{M-1}\sum_{t=1}^{j}q^t=\frac{q}{1-q}\sum_{j=1}^{M-1}(1-q^j)
=\frac{q}{1-q}\Big[M-1-\frac{q-q^M}{1-q}\Big].
\]
Because \(1+(q-q^M)/(1-q)=(1-q^M)/(1-q)\), the bracket equals \(M-(1-q^M)/(1-q)\). Then
\[
g_M=1+\frac{2G}{M}=1+\frac{2q}{1-q}-\frac{2q(1-q^M)}{M(1-q)^2},
\]
and the first two terms add to \((1+q)/(1-q)\). \(\square\)

An anticorrelated series illustrates the role of the divisor. Let \(x\) take the values \(+1\) and \(-1\) with equal probability, and let it change sign at each step with probability 0.8. The expected next value is \((0.2-0.8)x=-0.6\,x\), so \(\rho_t=(-0.6)^t\). For \(M=7\) Lemma 2 gives \(g_7=0.3188\). The factor for divisor 7 is \(1-0.3188/7=0.9545\), which is low, while for divisor 6 it is \(0.9545\times7/6=1.1135\), which is high.

### A variational Monte Carlo example

Take the one-dimensional harmonic oscillator with \(\hbar=m=\omega=1\) and the trial function \(\psi=e^{-ax^2/2}\), where \(x\) is now the position. Energies are in units of \(\hbar\omega\). Since \(\psi''=(a^2x^2-a)\psi\), the local energy is
\[
E_L=\frac{-\tfrac12\psi''+\tfrac12x^2\psi}{\psi}=\frac a2+\frac{1-a^2}{2}x^2 .
\]
The density \(|\psi|^2\propto e^{-ax^2}\) is Gaussian with variance \(w=1/(2a)\). Its fourth moment is \(3w^2\), so \(\mathrm{Var}(x^2)=3w^2-w^2=2w^2=1/(2a^2)\). The mean and variance of the local energy are therefore
\[
\mu=\frac a2+\frac{1-a^2}{4a}=\frac14\Big(a+\frac1a\Big),\qquad
\sigma^2=\frac{(1-a^2)^2}{4}\,\frac{1}{2a^2}=\frac{(1-a^2)^2}{8a^2}.
\]
For \(a=0.8\) they are \(\mu=0.5125\) and \(\sigma^2=0.1296/5.12=0.02531\), so \(\sigma=0.1591\).

The walk follows the Langevin equation \(dx=(\psi'/\psi)\,dt+dW=-ax\,dt+dW\), where \(dW\) is Gaussian noise of variance \(dt\). Over a time \(\tau\) its solution is
\[
x'=\varphi x+\eta,\qquad \varphi=e^{-a\tau},\qquad
\mathrm{Var}(\eta)=\int_0^\tau e^{-2au}\,du=\frac{1-\varphi^2}{2a}.
\]
If \(x\) has variance \(1/(2a)\), then \(x'\) has variance \([\varphi^2+(1-\varphi^2)]/(2a)=1/(2a)\). The step preserves \(|\psi|^2\) with no time-step error.

After \(t\) steps \(x_t=\varphi^tx_0+\xi\), where \(\xi\) is independent of \(x_0\) and has variance \(w(1-\varphi^{2t})\). The term linear in \(\xi\) averages to zero, and
\[
\mathrm{E}[x_0^2x_t^2]-w^2=3w^2\varphi^{2t}+w^2(1-\varphi^{2t})-w^2=2w^2\varphi^{2t}.
\]
Division by \(\mathrm{Var}(x^2)=2w^2\) gives \(\rho_t=q^t\) with \(q=\varphi^2\). The constants in \(E_L\) do not affect a correlation coefficient, so the same \(\rho_t\) holds for the local energy.

For \(\tau=0.25\), \(\varphi=0.81873\) and \(q=0.67032\). The long-series inefficiency is \(g=1.67032/0.32968=5.0665\). For \(M=50\) the correction in Lemma 2 is \(12.33/50=0.247\), which leaves \(g_{50}=4.820\). The predicted variance factor is
\[
1-\frac{4.820}{50}=0.9036 .
\]

A simulation with 4000 independent walkers, each started from \(|\psi|^2\) and followed for 20000 steps, was cut into segments of 50 steps. The average of \(S^2\) over all segments, divided by \(\sigma^2\), was \(0.9032\pm0.0007\), with the uncertainty taken from the scatter between walkers. Use of \(g\) in place of \(g_{50}\) would give 0.8987. The simulation resolves that small difference and agrees with the finite-length factor.

## II. The error bar from blocks

### Symbols and results carried over

The series has mean \(\mu\), variance \(\sigma^2\) and autocorrelation \(\rho_t\). The mean of \(M\) successive values has variance \(\sigma^2g_M/M\) (Lemma 1), where \(g_M\) is the finite-length inefficiency and \(g\) its long-series limit. The sample variance with divisor \(M\) has expectation \(\sigma^2-\mathrm{Var}(\bar x)\), which is part (A). For \(\rho_t=q^t\), Lemma 2 gives \(g_M=g-C(1-q^M)/M\) with \(C=2q/(1-q)^2\).

In the oscillator example the energies are in units of \(\hbar\omega\), \(\mu=0.5125\), \(\sigma=0.1591\), \(q=\varphi^2=0.67032\) and \(g=5.0665\), so that \(C=12.33\). There are 4000 walkers of \(N=20000\) steps each.

A run of \(N=nL\) values is now cut into \(n\) blocks of length \(L\), with block means \(B_1,\dots,B_n\). Their average is the mean of the whole run. With \(s_B^2=\sum_k(B_k-\bar B)^2/(n-1)\), the error bar is \(\varepsilon=s_B/\sqrt n\). Two questions must be kept apart: whether \(\varepsilon^2\) has the right size on average, and how much \(\varepsilon\) scatters from run to run.

### Lemma 3: the mean square of the error bar

**Lemma 3.** For a stationary series with \(g_N>0\) and \(n\ge2\) blocks, and with \(\varepsilon_0^2=\sigma^2g_N/N\) the true variance of the run mean,
\[
\frac{\mathrm{E}[\varepsilon^2]}{\varepsilon_0^2}=\frac{n\,g_L/g_N-1}{n-1}.
\]

*Proof.* The block means are themselves a stationary series of \(n\) values, each with variance \(v_L=\sigma^2g_L/L\) by Lemma 1. The mean of this series is the run mean, of variance \(\varepsilon_0^2\). Part (A) applied to the blocks says that their sample variance with divisor \(n\) has expectation \(v_L-\varepsilon_0^2\). The change to divisor \(n-1\) multiplies this by \(n/(n-1)\), and the definition of \(\varepsilon^2\) divides it by \(n\):
\[
\mathrm{E}[\varepsilon^2]=\frac{v_L-\varepsilon_0^2}{n-1}.
\]
Finally \(v_L/\varepsilon_0^2=(g_L/L)(N/g_N)=n\,g_L/g_N\). \(\square\)

If the blocks are uncorrelated, the variance of their average is \(v_L/n\), so \(g_L=g_N\) and the ratio is 1. For \(L=1\) each value is its own block, \(g_1=1\), and the ratio is close to \(1/g\) in a long run. This is the naive error bar. For \(g>1\) it is too small by a factor of about \(\sqrt g\). The bias of part (A) is a minor cause here: it lowers the variance by a fraction of order \(g/N\), whereas neglect of correlations in the mean costs a factor of about \(g\).

For geometric correlations with \(L\) long enough that \(q^L\) is negligible, \(g_L-g_N=-C(1/L-1/N)=-C(n-1)/(nL)\). Since
\[
\frac{n\,g_L/g_N-1}{n-1}=1+\frac{n}{n-1}\,\frac{g_L-g_N}{g_N},
\]
the ratio becomes \(1-C/(g_NL)\). For \(q>0\) this is a deficit. It falls as \(1/L\) and depends on the number of blocks only through \(g_N=g-C/N\), which is close to \(g\) for such long blocks. More blocks of the same length therefore do not cure error bars that are too small; longer blocks do.

The table compares the root-mean-square error bar of the 4000 walkers, divided by \(\varepsilon_0\), with the square root of the ratio in Lemma 3.

| \(L\) | \(n\) | simulation | Lemma 3 |
|---:|---:|---:|---:|
| 1 | 20000 | 0.444 | 0.444 |
| 10 | 2000 | 0.872 | 0.872 |
| 50 | 400 | 0.975 | 0.975 |
| 200 | 100 | 0.994 | 0.994 |
| 1000 | 20 | 0.999 | 0.999 |

Part (A) and Lemma 3 give the average of the sample variance and of the squared error bar, and show that longer blocks cure error bars that are too small. It remains to find how much the error bar scatters from run to run, and to prove part (B).
